\section*{Why dopants smear during epitaxial overgrowth: a two-state exchange model}

\section*{Question}

A sheet of phosphorus atoms is placed on Si(001) and covered with silicon. Some of the phosphorus is afterwards found above its original plane, in a tail that points towards the new surface. Why does this happen at temperatures where phosphorus hardly diffuses in the bulk, and how do growth rate and temperature set the length of the tail?

\section*{Mechanism: a race between climbing and burial}

Suppose that a dopant has a lower energy in the top atomic layer than in the layer just below, by an amount $\Delta>0$. The two-state model takes $\Delta$ as an input. When a new silicon layer covers the dopant, the dopant finds itself in the second layer and can lower its energy by changing places with a silicon atom above it. If it does so before the next layer arrives, it is again at the surface and the race starts anew. If it does not, it becomes a third-layer atom, which the model treats as locked. In the model the tail is made by atoms that win this race at least once. It needs no bulk diffusion, because each exchange takes place next to the surface.

Let $E$ be the barrier for the upward exchange and $\nu$ the attempt frequency. The downward exchange starts from an energy lower by $\Delta$ and crosses the same saddle point, so its barrier is $E+\Delta$. With equal attempt frequencies,
\begin{equation}
k_u=\nu e^{-E/kT},\qquad k_d=\nu e^{-(E+\Delta)/kT}=k_u e^{-\Delta/kT}.
\end{equation}
The dopants are taken to be dilute, so that they do not block one another, and desorption is left out.

\section*{From the mechanism to the segregation length}

Let $n_s$ be the probability that a dopant is in the top layer at time $t$ after being covered. It is otherwise in the second layer, with probability $1-n_s$. Hence
\begin{equation}
\frac{dn_s}{dt}=k_u(1-n_s)-k_d n_s=k_u-Kn_s,\qquad K=k_u+k_d .
\end{equation}
The dopant starts in the second layer, so $n_s(0)=0$ and
\begin{equation}
n_s(t)=\frac{k_u}{K}\left(1-e^{-Kt}\right).
\end{equation}
The next covering ends this dwell time $t$. Averaging over dwell times gives the probability of floating up through one covering:
\begin{equation}
p=\frac{k_u}{K}\left(1-\langle e^{-Kt}\rangle\right).
\label{p}
\end{equation}

Number the layers upwards from the original plane, $j=0$. If successive dwell times are independent, an atom locked in layer $j$ has won $j$ times and then lost once:
\begin{equation}
P_j=(1-p)p^j=(1-p)e^{-jd/L},\qquad L=\frac{d}{\ln(1/p)},
\end{equation}
where $d$ is the layer thickness. The tail is exponential because the odds are the same at every covering. The length $L$ is its decay length, which differs from the mean shift. The probability of reaching at least layer $j$ is $p^j$, so the mean shift is $d\sum_{j\ge1}p^j=dp/(1-p)$.

The growth rate $v$ fixes the mean dwell time, $\tau=d/v$, but not its scatter. Equation (\ref{p}) therefore needs one more statement about growth. Two cases show how much it matters.

\textbf{Regular covering.} In ideal step flow every dwell time equals $\tau$, and $\langle e^{-Kt}\rangle=e^{-K\tau}$. Since $K/k_u=1+e^{-\Delta/kT}$,
\begin{equation}
\frac dL=\ln\frac1p=\ln\left(1+e^{-\Delta/kT}\right)-\ln\left(1-e^{-K\tau}\right).
\label{regular}
\end{equation}

\textbf{Random covering.} If each site is covered at a constant chance per unit time, the dwell times are exponentially distributed:
\begin{equation}
\langle e^{-Kt}\rangle=\int_0^\infty e^{-Kt}\,\frac{e^{-t/\tau}}{\tau}\,dt=\frac1{1+K\tau}.
\end{equation}
Then $p=k_u\tau/(1+K\tau)$. Inverting this and using $K/k_u$ again gives
\begin{equation}
\frac dL=\ln\left(1+e^{-\Delta/kT}+\frac1{k_u\tau}\right).
\label{random}
\end{equation}

Because $e^{-Kt}$ is convex in $t$, $\langle e^{-Kt}\rangle\ge e^{-K\tau}$. Regular covering thus gives the largest $p$, and the longest tail, for a given mean dwell time. Random covering is not a general lower bound, since still broader distributions are possible. A simulation of individual atoms with $k_u=1.3$, $k_d=0.5$ and $\tau=1$ gave $p=0.603$ for regular and $0.463$ for random covering; equation (\ref{p}) gives $0.603$ and $0.464$.

\section*{What temperature and growth rate do}

\textbf{Cold growth.} For $K\tau\ll1$ both cases give $p\approx k_u\tau$. Burial is faster than exchange. Heating raises $p$ through $k_u$, and faster growth lowers it through $\tau$. Here $L<d$, which means that most atoms stay in the original plane.

\textbf{Hot growth.} When exchange is fast enough for the last term in (\ref{regular}) or (\ref{random}) to be negligible, the two layers reach equilibrium before each covering. If also $e^{-\Delta/kT}\ll1$, then
\begin{equation}
L\approx d\,e^{\Delta/kT}.
\end{equation}
Growth rate has dropped out. Heating now shortens the tail, because thermal agitation more often leaves the dopant in the second layer when the next covering comes.

\textbf{Between the two.} For $1\ll k_u\tau\ll e^{\Delta/kT}$, equation (\ref{random}) gives
\begin{equation}
L\approx d\,k_u\tau=\frac{d^2k_u}{v}.
\end{equation}
A floating atom is then locked mainly by an unusually short dwell time, shorter than about $1/K$, which occurs with probability of about $1/(K\tau)$. Regular covering has no short dwell times. As long as $e^{-K\tau}$ is small but still much larger than $e^{-\Delta/kT}$, it gives the far steeper law $L\approx d\,e^{K\tau}$. The window is narrow: with the phosphorus inputs below at 0.3 nm/min the law is 6 to 15\% too high between 260 and $275\,^\circ$C and 65\% too high at $280\,^\circ$C.

The local effect of growth rate at fixed temperature follows from $\ln L=\ln d-\ln F$ with $F=d/L$. Put $x=K\tau$. Since $x\propto1/v$, $dx/d\ln v=-x$. For regular covering $dF/dx=-1/(e^x-1)$. For random covering $F$ depends on $x$ through $\ln(1+x)-\ln x$, so $dF/dx=-1/[x(1+x)]$. Therefore
\begin{equation}
\frac{d\ln L}{d\ln v}=-\frac Ld\,\frac{x}{e^x-1}\ \text{(regular)},\qquad
-\frac Ld\,\frac1{1+x}\ \text{(random)}.
\end{equation}
Both are negative: in this model faster growth never lengthens the tail.

\section*{The worst temperature}

Since $L$ rises with temperature when cold and falls when hot, it has a maximum. For random covering, set $\beta=1/kT$ and minimize
\begin{equation}
q=e^{-\Delta\beta}+\frac{e^{E\beta}}{\nu\tau}.
\end{equation}
This sum is convex in $\beta$, so it has a single minimum, where
\begin{equation}
-\Delta e^{-\Delta\beta}+\frac{E}{\nu\tau}e^{E\beta}=0
\quad\Rightarrow\quad
kT_{\max}=\frac{E+\Delta}{\ln(\nu\tau\Delta/E)} .
\label{tmax}
\end{equation}
A positive temperature requires $\nu\tau\Delta/E>1$. At the minimum the second term of $q$ is $\Delta/E$ times the first, so
\begin{equation}
q_{\min}=\left(1+\frac{\Delta}{E}\right)\left(\frac{\nu\tau\Delta}{E}\right)^{-\Delta/(E+\Delta)} .
\end{equation}
For $L\gg d$, $L\approx d/q$, and the peak length varies as $v^{-\Delta/(E+\Delta)}$. Faster growth moves the peak to higher temperature and lowers it, but only weakly if $\Delta\ll E$.

For regular covering, $dx/d\beta=-x(E+f\Delta)$ with $f=k_d/K$. Setting the derivative of (\ref{regular}) to zero gives
\begin{equation}
\frac{\Delta}{e^{\Delta/kT}+1}=\frac{x(E+f\Delta)}{e^x-1},
\end{equation}
which is solved numerically.

\section*{Numbers for phosphorus in Si(001)}

Take the rough effective values $E=1.5$ eV, $\Delta=0.3$ eV and $\nu=10^{13}$ s$^{-1}$. The layer thickness is $d=0.1358$ nm. At 0.3 nm/min a layer takes $\tau=27.16$ s. At $250\,^\circ$C, $k_u=0.0355$ s$^{-1}$, so $k_u\tau=0.963$: exchange and burial are evenly matched. Regular covering gives $p=0.618$ and
\begin{equation}
L=\frac{0.1358\ \text{nm}}{\ln(1/0.618)}=0.28\ \text{nm}.
\end{equation}
Random covering gives $p=0.490$ and $L=0.19$ nm. Growing ten times faster at the same temperature reduces both to about 0.06 nm.

At $300\,^\circ$C and 0.3 nm/min the two cases part: $L=59$ nm for regular and 2.4 nm for random covering. At 3 nm/min they give 0.7 and 0.3 nm. The regular case shows that a local exponent can mislead. At 0.3 nm/min its exponent is only $-0.0002$, because the layers are near equilibrium, yet a tenfold increase in rate takes $K\tau$ from about 18 to 1.8 and the equilibrium is lost. At $600\,^\circ$C all four combinations give 7.4 nm, close to $d\,e^{\Delta/kT}=7.3$ nm.

For random covering at 0.3 nm/min, equation (\ref{tmax}) gives
\begin{equation}
kT_{\max}=\frac{1.8\ \text{eV}}{\ln(10^{13}\times27.16\times0.2)}=0.0569\ \text{eV},
\end{equation}
or $387\,^\circ$C (660 K), with $L=22$ nm. At 3 nm/min the peak is 15 nm at $439\,^\circ$C. The corresponding peak power of $v$ is $-0.166$, against $-0.3/1.8=-0.167$. Regular covering peaks at 65 nm and $290\,^\circ$C for the slower rate, and at 41 nm and $334\,^\circ$C for the faster.

Within the model, these results illustrate the purpose of a cold locking layer. After ten layers at $250\,^\circ$C and 0.3 nm/min, the fraction still floating is $p^{10}$, or 0.8\%, for regular covering. For random covering, with all dopants on the surface when deposition starts, 1.5\% are in the top layer and a further 0.9\% in the second layer once ten layers' worth of silicon has arrived. This is far more than $p^{10}=0.08\%$, because the survivors sit almost entirely on sites covered fewer than ten times, about four times on average. If growth pauses for warming, second-layer atoms may also climb, so in the regular case the floating fraction can approach $p^9$, or 1.3\%. Those atoms then spread over the longer hot-growth length, while the locked ones stay, provided that both bulk diffusion and exchange out of the third layer remain negligible.

\section*{How far the numbers can be trusted}

The cold case resembles the overgrowth of phosphorus delta layers on Si(001), with sheet densities of order $10^{14}$ cm$^{-2}$ and growth near $250\,^\circ$C. The length there is very sensitive to the barrier. With random covering, $E=1.4$ eV gives $L=1.3$ nm and $E=1.6$ eV gives 0.06 nm, instead of 0.19 nm. A temperature error of $\pm10\,^\circ$C gives 0.12 to 0.31 nm. Real growth, with islands and uneven steps, need not follow either covering law. The difference between the two is a factor of 1.5 at $250\,^\circ$C but 25 at $300\,^\circ$C, both at 0.3 nm/min. The two uncertainties also compound: with $E=1.4$ eV at $250\,^\circ$C, $k_u\tau$ rises to about 9 and equation (\ref{regular}) gives about 95 nm, against 1.3 nm for random covering. The model thus gives a sub-nanometre length for the cold case with the chosen inputs, but it does not by itself fix even the order of magnitude. Nor does it give the temperature dependence of cold growth. Locking layers are in practice grown near room temperature, where these inputs give $p\approx10^{-11}$ and no tail, while lengths of order 1 nm there and a few nm at $250\,^\circ$C are reported. With random covering and the same $\Delta$ and $\nu$, one barrier cannot give both: $E=0.81$ eV gives 0.9 nm at $25\,^\circ$C but about 100 nm at $250\,^\circ$C, and $E\approx1.35$ eV gives 3 to 5 nm at $250\,^\circ$C but less than 0.01 nm at $25\,^\circ$C. Processes outside the two-state model must contribute to real low-temperature tails.

The weight of the other omissions depends on temperature and on the covering law. A sheet of $1.5\times10^{14}$ cm$^{-2}$ fills 22\% of a layer; site blocking then lowers the regular mean shift at $250\,^\circ$C from 0.22 to 0.20 nm. When the two layers are near equilibrium, it shortens the initial decay length of the buried profile by nearly two fifths. Allowing exchange with the third layer over a barrier of $E+0.2$ eV changes the random-covering $L$ by about 1\% at 250 and $300\,^\circ$C and 2\% at $600\,^\circ$C. For regular covering at $300\,^\circ$C and 0.3 nm/min, however, it cuts $L$ from 59 to about 9 nm. The two-state loss per covering is so small there that even a slight leak into the third layer outweighs it. The very long tails found for regular covering therefore require deeper exchange to be much slower; with a barrier of $E+0.5$ eV, $L$ is still 58 nm. During growth of a 20 nm cap at $600\,^\circ$C, a rough intrinsic diffusivity gives a spread $2\sqrt{Dt}$ of 0.07 nm. Heavy doping can raise $D$; an increase of about $10^4$ would be needed for this spread to equal $L$. With a rough desorption barrier of 3 eV, a surface atom has a chance of about 7\% of leaving during the time $L/v$ at $600\,^\circ$C; at $250\,^\circ$C the loss is negligible. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Barrier E 1.5 eV; surface gain Delta 0.3 eV; nu 1e+13 1/s
Layer d 0.1358 nm; site density 6.781e+14 cm^-2
Sheet density 1.50e+14 cm^-2; coverage 0.221
Layer time at 0.3, 3 nm/min: 27.16, 2.716 s
Atom simulation (up 1.3, down 0.5, mean dwell 1): p simulated, theory
  regular: 0.6033, 0.6028
  intermediate: 0.5230, 0.5222
  random: 0.4634, 0.4643
250 C: up rate 3.5458e-02 1/s; down rate 4.567e-05 1/s
250 C, 0.3 nm/min: up rate times tau 0.9629
  regular: p 0.6179; mean shift 0.220 nm; after 10 layers floating 8.11e-03
  random: p 0.4902; mean shift 0.131 nm; after 10 layers floating 8.02e-04
L in nm: T(C) | regular 0.3, 3 nm/min | random 0.3, 3 nm/min
  250 | 0.282, 0.057 | 0.190, 0.056
  270 | 3.407, 0.106 | 0.508, 0.097
  300 | 59.055, 0.709 | 2.357, 0.300
  350 | 36.300, 36.300 | 15.619, 2.601
  400 | 23.994, 23.994 | 21.618, 11.446
  500 | 12.324, 12.324 | 12.300, 12.085
  600 | 7.386, 7.386 | 7.385, 7.379
Exponent dlnL/dlnv at 0.3 nm/min: T(C) | regular | random
  250 | -1.2342 | -0.7142
  270 | -3.2092 | -0.8727
  300 | -0.0002 | -0.9340
  600 | 0.0000 | -0.0001
Peak, regular, 0.3 nm/min: 289.7 C, L 64.68 nm
Peak, random, 0.3 nm/min: 387.3 C, L 22.09 nm
Peak, regular, 3.0 nm/min: 333.9 C, L 41.22 nm
Peak, random, 3.0 nm/min: 439.2 C, L 15.07 nm
Peak-length power of v, random: -0.1660
Law d^2*up/v at 300 C, 0.3 nm/min: 2.382 nm
Law d*exp(Delta/kT) at 600 C: 7.318 nm
Neglected effects and input errors, at 0.3 nm/min:
  250 C regular mean shift with site blocking 0.204 nm
  250 C random L, third layer at E+0.2 eV: 0.192 nm
  300 C random L, third layer at E+0.2 eV: 2.389 nm
  600 C random L, third layer at E+0.2 eV: 7.521 nm
  250 C random L if E is 1.4 eV: 1.255 nm
  250 C random L if E is 1.6 eV: 0.058 nm
  random L at 240, 260 C: 0.124, 0.306 nm
  Rough diffusion: D0 3.85 cm2/s, 3.66 eV; cap 20 nm
  250 C: 2sqrt(Dt) 5.83e-09 nm; D factor to equal L 1.1e+15
    desorption (3.0 eV, rough) in time L/v: 4.8e-15
  600 C: 2sqrt(Dt) 6.79e-02 nm; D factor to equal L 1.2e+04
    desorption (3.0 eV, rough) in time L/v: 7.1e-02
\end{verbatim}
